Why a Localised Defect's Ionisation Energy Depends on Its Dielectric Surroundings

**Definitions and model**

A layer of thickness d and dielectric constant ε_s occupies −d/2 < z < d/2. The medium on both sides has dielectric constant ε_e. A donor sits at the origin, in the middle of the layer. Its neutral state D0 is a core of charge +e with one bound electron; its ionised state D+ is the core alone. Distance in the plane is ρ, and

k = e²/(4πε0) = 1.440 eV nm.

The interfaces are sharp and the dielectrics linear and local. Their polarisation follows the electron without delay, so the constants must be those of a response fast enough to do so. Hard walls keep the electron inside the layer. The atomic positions and the core's short-range potential do not change with the surroundings. This is a continuum model: near the faces of a layer a few atoms thick, its potentials are approximate.

Two ionisation energies are needed. I_f takes the electron to a fixed level that the surroundings do not shift, here the bottom of the layer's band before confinement and image effects. I_c takes it to the actual conduction edge of the layer, far from the defect. The symbol Δ means a change relative to ε_e = ε_s, where there is no dielectric contrast.

**The image charges**

Take one interface first, with a unit charge on the ε_s side. Let R be the distance from the charge and R' the distance from its mirror point. Try the potential (1/R + p/R')/ε_s on the charge's side and t/R on the other. On the interface R = R', so continuity of the potential gives

(1 + p)/ε_s = t.

The normal derivatives of 1/R and 1/R' are opposite there, so continuity of the normal displacement gives

1 − p = ε_e t.

Eliminating t gives ε_s(1 − p) = ε_e(1 + p), hence

p = (ε_s − ε_e)/(ε_s + ε_e).

A weakly polarisable medium outside (ε_e < ε_s) produces an image of the same sign as the charge, which raises its energy.

With two faces, each image must be mirrored in the other face. The upper face sends z to d − z and the lower sends z to −d − z, with a factor p each time. A source at height z' therefore has images at nd + (−1)ⁿz', of weight p^|n|, for every nonzero integer n. Their potential at in-plane distance ρ is

G(r,r') = (1/ε_s) Σ_{n≠0} p^|n| / √{ρ² + [z − nd − (−1)ⁿz']²}.

For a charge at the centre, the images n and −n are both at distance |n|d:

G(0,0) = (2/ε_s d) Σ_{n≥1} pⁿ/n = −(2/ε_s d) ln(1 − p).

The energy is not k times this potential, because the images grow with the charge. When a fraction λ of the charge is present, the induced potential is proportional to λ, and the charging work is

S = kG(0,0) ∫₀¹ λ dλ = ½kG(0,0).

Since 1 − p = 2ε_e/(ε_s + ε_e),

S = (k/ε_s d) ln[(ε_s + ε_e)/(2ε_e)].

S vanishes as 1/d for a thick layer. For ε_e ≫ ε_s it tends to the finite value −(k/ε_s d) ln 2, while for small ε_e it grows logarithmically.

**Why the energy moves and the orbital does not**

The bound electron obeys

H = T + V_core(r) − kG(r,0) + ½kG(r,r).

The third term is its interaction with the images of the core, attractive for ε_e < ε_s and repulsive for ε_e > ε_s. It carries no factor ½, because the core's images are already there whatever the electron does. The last term is the electron's energy in its own images.

If the orbital is small compared with d, both G(r,0) and G(r,r) are close to G(0,0) throughout it. The two image terms are then nearly constants, −2S and +S, and the electron's level shifts by about −S. A constant added to H changes every eigenvalue and no eigenfunction. This is how the level can move while the orbital stays as it was.

The total energies show where the shift belongs. Apart from a constant common to both charge states, E(D+) = S and E(D0) = E_el + S, where E_el is the lowest eigenvalue of H. Thus

I_f = E(D+) − E(D0) = −E_el.

In the neutral state the image terms add up to

U(r) = ½k[G(0,0) − 2G(r,0) + G(r,r)],

the image energy of a dipole made of the core and the electron. It vanishes at r = 0. The neutral defect has almost nothing for the surroundings to screen, whereas the ionised one has a net charge. The environmental shift is therefore mainly a property of the final state.

The size of U follows by expansion in r/d. For each pair ±n, the terms linear in z cancel, leaving

G(r,0): (2pⁿ/ε_s nd)[1 + (z² − ρ²/2)/(nd)²].

For G(r,r), even n gives 2pⁿ/(ε_s nd), without z. For odd n the distances are nd − 2z and nd + 2z, whose reciprocals add to 2nd/[(nd)² − 4z²], giving

G(r,r), odd n: (2pⁿ/ε_s nd)[1 + 4z²/(nd)²].

The constants cancel in U. What remains in the square bracket of U is 2pⁿ/(ε_s n³d³) times ρ² + 2z² for odd n, and times ρ² − 2z² for even n. In a nearly spherical orbital ⟨ρ²⟩ = 2⟨r²⟩/3 and ⟨z²⟩ = ⟨r²⟩/3, so the even terms average to zero and

⟨U⟩ ≈ (4k⟨r²⟩/3ε_s d³) Σ_{n odd} pⁿ/n³.

Compared with S, this is smaller by a factor of order ⟨r²⟩/d². The orbital can respond only to the variation of U across it, and the energy gained by that response is of second order in the variation.

**The freed electron has images too**

An electron far away in the layer no longer interacts with the defect, but it is still a charge between two dielectrics. To first order, in the lowest subband with density (2/d)cos²(πz/d), its image energy is

S_c = ½k ∫ (2/d) cos²(πz/d) G(z,z) dz,

taken across the layer, where G(z,z) is G(r,r) at height z. The odd-n terms grow in magnitude towards the faces, so |S_c| exceeds |S|.

With E_1 the subband edge without images, I_c = I_f + E_1 + S_c. Since E(D+) changes by S,

ΔI_c = S + S_c − ΔE(D0).

The last term is the small dipole energy, less the relaxation. For a localised defect, then,

ΔI_c ≈ S + S_c.

Ionisation to the band edge creates two separated charges, and each pays its own image energy. For ionisation to the fixed level only S appears.

**A deep donor in numbers**

Take the round values d = 2 nm, ε_s = 10 and an effective mass of half the free-electron mass. The core has a Gaussian well, 6 eV deep with range 0.3 nm, and a screened Coulomb attraction smoothed over 0.1 nm. The full H was diagonalised for each surrounding medium. The resulting orbital is only about a lattice spacing in radius, too compact for an effective mass and a constant ε_s to describe a real defect accurately. The ionisation energies below are therefore those of a model; they serve to test the law for the shift, not to predict a particular material.

For ε_e = 1, p = 9/11 = 0.818 and

S = 0.0720 × ln(11/2) = 0.1227 eV.

The subband average is S_c = 0.1359 eV, so the law predicts a shift of 0.2586 eV. The diagonalisation gives I_f = 1.7087 eV. Adding the subband edge and the same first-order S_c,

I_c = 1.7087 + 0.1880 + 0.1359 = 2.0326 eV,

against 1.7764 eV without contrast: a shift of 0.2561 eV. S_c enters both shifts alike, so the comparison tests only the rest of the law. The difference of 2.5 meV is the change in the neutral defect's energy. The dipole formula, with an rms radius of 0.321 nm, accounts for most of it:

⟨U⟩ ≈ [4 × 1.440 × 0.321²/(3 × 10 × 8)] × 0.842 ≈ 0.0021 eV.

The rest comes from higher powers of r/d. The slight flattening of the orbital changes the dipole formula by less than 0.01 meV, and relaxation also contributes less than 0.01 meV.

Replacing surroundings of ε_e = 1 by ε_e = 20 lowers I_c by 0.302 eV. Meanwhile the rms radius goes from 0.3208 to 0.3215 nm, and the overlap of the two orbitals is 0.999997. Looking for the cause of the shift in the shape of the orbital would find nothing.

**When the orbital is not small**

Remove the Gaussian well and keep the Coulomb attraction. The donor becomes shallow: for ε_e = 1 its rms radius is 1.05 nm, about half the layer thickness. The image potentials now vary appreciably across the orbital, and the neutral state has a dipole energy that is no longer negligible. The shift of I_c is 0.2360 eV where S + S_c gives 0.2586 eV. The miss is 22.6 meV, nine times that of the deep donor, although still only about a tenth of the shift. For this donor at ε_e = 1 the law is thus still a fair estimate. The shift also matters more here: it exceeds the whole ionisation energy I_c of 0.127 eV that this donor would have without contrast.

**What a charged supercell keeps of this**

Suppose D+ is computed in a square in-plane cell of side L, with a uniform neutralising sheet in the plane of the defect and no repetition along z. The in-plane Fourier transform of 1/√(ρ² + a²) is (2π/q)e^(−qa). Adding the charge's own potential to those of its images gives (2π/q)f(q), with

f(q) = (1/ε_s)[1 + 2Σ_{n≥1} pⁿe^(−nqd)] = (1/ε_s)(1 + pe^(−qd))/(1 − pe^(−qd)).

The isolated energy is E_∞ = (k/2)∫₀^∞ f(q) dq. Its 1/ε_s part diverges for a point charge, so the charge is given a small in-plane width where totals are needed. In the cell, the integral becomes a sum over reciprocal vectors, and the sheet removes g = 0:

E_L = (k/2L²) Σ_{g≠0} (2π/g) f(g).

The part of f that knows about the surroundings is f − 1/ε_s, which falls off as e^(−gd). The smallest g is 2π/L. For L = d the largest such factor is e^(−2π) ≈ 0.002: the fields of the charged lattice die out before they reach far beyond the faces. The physical image energy is then almost absent from the calculation.

The isolated D+ energy changes by 0.1435 eV between ε_e = 20 and ε_e = 1. The uncorrected cell retains 0.5 % of this at L = 2 nm, 22 % at 8 nm and 77 % at 64 nm. A small cell of this kind would suggest that the surroundings hardly matter, for a reason that has nothing to do with the defect. The conclusion is tied to the sheet lying in the plane of the defect. In a cell repeated along z with period L_z and a uniform background, the g = 0 field survives outside the layer and adds (2πk/L²)∫(½ − |z|/L_z)²/ε(z) dz, taken over one period. This term depends on ε_e and grows with L_z: for L = 2 nm and L_z = 6 nm it changes by 0.32 eV between the same two media, more than twice the physical change. Such a cell needs its own correction.

For large cells the error can be expanded. Put T = tanh(qd/2) = (1 − e^(−qd))/(1 + e^(−qd)). Inserting p and dividing numerator and denominator by 1 + e^(−qd),

f = (ε_s + ε_e T)/[ε_s(ε_e + ε_s T)] ≈ 1/ε_e − c q,

c = (d/2)(ε_s/ε_e² − 1/ε_s),

where T ≈ qd/2 was used. The first term is a Coulomb interaction screened by the surroundings alone. For a square lattice of point charges with its neutralising sheet it gives −kM/(2ε_e L). Here M = −4ζ(½)β(½) = 3.9003, with β(s) = Σ_{n≥0}(−1)ⁿ/(2n+1)^s; −M is the sum of L/R over the other sites of the lattice, with the uniform background subtracted by analytic continuation. The second term is a constant, −2πc, in Fourier space, hence a contact interaction that distant copies do not feel. Its sum over all g would equal the isolated integral, so the error is just the missing g = 0 term, +πkc/L². Therefore

E_L = E_∞ − kM/(2ε_e L) + (πkd/2)(ε_s/ε_e² − 1/ε_s)/L² + O(L⁻³).

Direct lattice sums at L = 200 and 400 nm, for ε_e = 1 and 4, confirmed that the remainder falls as L⁻³.

For ε_e < ε_s the expansion needs L ≫ ε_s d/ε_e, which is 20 nm for ε_e = 1. At L = 400 nm its two terms are −7.0 and +0.28 meV. At L = 8 nm they are −351 and +700 meV, and the series is useless. There the correction must be the full difference E_∞ − E_L, with the same f(q), surroundings included, in both the integral and the sum. This removes the periodic copies, which are artefacts of the cell, and restores the dielectric images, which are part of the physics. The numerical output gives the values for the other media and cell sizes.

Numbers as computed

```
k = e^2/(4 pi eps0) = 1.43996 eV nm
layer: d = 2.0 nm, eps_s = 10.0, mass = 0.5 m_e
well: depth 6.0 eV, range 0.3 nm; core smear 0.1 nm
hbar^2/2m = 0.07620 eV nm^2
subband edge without images = 0.1880 eV
k/(eps_s d) = 0.07200 eV
level change on basis reduction = 0.0273 meV
eps_e = 1: p = 0.8182, S = 0.1227 eV, S_c = 0.1359 eV
  I to fixed level = 1.7087 eV, I_c = 2.0326 eV
  shift of I_c: full 0.2561 eV, S+S_c 0.2586 eV
  neutral energy change = 2.455 meV, relaxation = 0.0072 meV
  rms radius = 0.3208 nm, 1 - overlap = 1.4e-06
eps_e = 4: p = 0.4286, S = 0.0403 eV, S_c = 0.0471 eV
  I to fixed level = 1.6274 eV, I_c = 1.8625 eV
  shift of I_c: full 0.0861 eV, S+S_c 0.0874 eV
  neutral energy change = 1.263 meV, relaxation = 0.0020 meV
  rms radius = 0.3210 nm, 1 - overlap = 3.8e-07
eps_e = 10: p = 0.0000, S = 0.0000 eV, S_c = 0.0000 eV
  I to fixed level = 1.5884 eV, I_c = 1.7764 eV
  shift of I_c: full 0.0000 eV, S+S_c 0.0000 eV
  neutral energy change = 0.000 meV, relaxation = -0.0000 meV
  rms radius = 0.3213 nm, 1 - overlap = 1.1e-16
eps_e = 20: p = -0.3333, S = -0.0207 eV, S_c = -0.0260 eV
  I to fixed level = 1.5687 eV, I_c = 1.7307 eV
  shift of I_c: full -0.0457 eV, S+S_c -0.0467 eV
  neutral energy change = -0.982 meV, relaxation = 0.0012 meV
  rms radius = 0.3215 nm, 1 - overlap = 2.4e-07
I_c change, eps_e 1 to 20 = -0.3019 eV
orbital overlap, eps_e 1 with 20 = 0.999997
shallow donor, eps_e 1: rms radius = 1.046 nm, I_c = 0.3629 eV
  shift: full 0.2360 eV, S+S_c 0.2586 eV
  miss of law: shallow 22.6 meV, deep 2.5 meV
square-lattice constant M = 3.900265
S(eps_e=1) - S(eps_e=20), isolated = 0.1435 eV
  cell L = 2 nm: 0.00065 eV, share 0.5 %
  cell L = 4 nm: 0.00902 eV, share 6.3 %
  cell L = 8 nm: 0.03156 eV, share 22.0 %
  cell L = 16 nm: 0.06097 eV, share 42.5 %
  cell L = 32 nm: 0.08882 eV, share 61.9 %
  cell L = 64 nm: 0.11054 eV, share 77.1 %
eps_e 1, L = 8 nm: 1/L term -351.015 meV, 1/L^2 term 699.773 meV
eps_e 1, L = 400 nm: 1/L term -7.020 meV, 1/L^2 term 0.280 meV
```
